# Eliashberg critical temperature for a Lorentzian peak in the density of states, part 1

(Sections cited here and not found follow in the second part.)

## The problem

Electrons with density of states $N(\varepsilon)$ per spin couple with a constant matrix element $g_0$ to an Einstein phonon of frequency $\Omega$. The phonon is not renormalized, there is no Coulomb repulsion, and the constant Hartree shift is absorbed in the chemical potential $\mu$. Units are $\hbar=k_B=1$, and energies are measured in $\Omega$ unless a unit is written. The density of states is a sum of Lorentzians centred at $\varepsilon=0$,

$$N(\varepsilon)=\sum_k w_k\,\frac{\Gamma_k/\pi}{\varepsilon^2+\Gamma_k^2},\qquad \sum_k w_k=1,$$

either one pure peak of half-width $\Gamma$ or a peak on a background of half-width $W\gg\Omega$. The filling is fixed by the Fermi level $\varepsilon_F$ of the non-interacting system at $T=0$, so that $n=\tfrac12+\sum_k (w_k/\pi)\arctan(\varepsilon_F/\Gamma_k)$ per spin. Define $N_F=N(\varepsilon_F)$, $\lambda=2g_0^2N_F/\Omega$ and $g=\Gamma/\Omega$. The constant-DOS approximation (CDA) replaces $N(\varepsilon)$ by $N_F$ at all energies and keeps the same $\lambda$; its critical temperature is $T_{c0}$.

(a) Write the Migdal-Eliashberg equations with the energy shift $\chi$ and the particle-number condition, and do the energy integrals. (b) Find what fixed $n$ implies for $\mu-\chi$ at low temperature. (c) Decide whether, and under which conditions, $T_{c0}$ exceeds the true $T_c$ when $\Gamma<\Omega$. (d) Find $T_c$ for $\Omega=50$ meV, $\lambda=1$, $\Gamma=25$ meV, $W=5000$ meV, equal central heights of peak and background, and $\varepsilon_F=\Gamma/2$.

The Migdal approximation drops vertex corrections, whose relative size is estimated by $\lambda\Omega$ divided by the electronic energy scale. That estimate, $\lambda\Omega/\Gamma$, is not small for $\Gamma\lesssim\Omega$ unless $\lambda\ll\Gamma/\Omega$. Small $\lambda$ does not make the omission harmless for $T_c$: a relative change $c\lambda$ of the pairing kernel changes $1/\lambda$, and so $\ln T_c$, by an amount of order $c$ that survives as $\lambda\to0$, and for a wide peak $c\sim\Omega/\Gamma$ is of the same order as the value of $\ln(T_c/T_{c0})$ derived below. All results below, for narrow and wide peaks alike, are therefore properties of these equations, and their bearing on a material is a separate question.

## First estimate by scaling

Put $\varepsilon_F$ at the top of a pure peak and let $\lambda$ be small. The pairing condition has the form $Z/\lambda=\ln(\omega_c/T_c)$, where the Cooper logarithm collects states between $T$ and a cutoff $\omega_c$, and $Z$ is the mass renormalization. In the CDA the logarithm is cut by the phonon, $\omega_c\sim\Omega$, and $Z=1+\lambda$. For $\Gamma\ll\Omega$ the states run out first, and $\omega_c\sim\Gamma$. With $Z$ unchanged this gives estimate A,

$$T_c/T_{c0}\sim g\quad(g\ll1),\qquad T_c/T_{c0}\sim1\quad(g\gg1).$$

The factor $Z$ is built from virtual transitions into states within $\Omega$ of the Fermi level, and only a fraction of order $g$ of that window has density $N_F$. Then $Z-1\sim\lambda g\to0$, the exponent $Z/\lambda$ falls from $1/\lambda+1$ to $1/\lambda$, and estimate B is $T_c/T_{c0}\sim e\,g$. If a flat background supplies a fraction $b$ of $N_F$, the logarithm becomes $b\ln(\Omega/T)+(1-b)\ln(\Gamma/T)$ and $Z-1$ becomes $b\lambda$, so both estimates are raised to the power $1-b$. For case (d), where $1-b=0.444$, A gives $0.5^{0.444}=0.73$ and B gives $1.36^{0.444}=1.15$. The two effects oppose each other, and near $g\sim1$ scaling cannot fix even the sign of $\ln(T_c/T_{c0})$.

## Exact solution

### The equations

With $\omega_n=(2n+1)\pi T$ and the phonon propagator $D(i\nu)=-2\Omega/(\Omega^2+\nu^2)$, the Nambu self-energy with dressed electron line and bare vertex is

$$\hat\Sigma_n=-g_0^2T\sum_m D(i\omega_n-i\omega_m)\int d\varepsilon\,N\,\tau_3\hat G_m\tau_3=\frac{T}{N_F}\sum_m\lambda_{nm}\int d\varepsilon\,N\,\tau_3\hat G_m\tau_3,$$

where $\lambda_{nm}=\lambda/[1+(\omega_n-\omega_m)^2]$. It does not depend on $\varepsilon$. Write $\hat\Sigma_n=i(\omega_n-\tilde\omega_n)+\chi_n\tau_3+\phi_n\tau_1$ with $\tilde\omega_n=Z_n\omega_n$, and $X=\varepsilon-\mu+\chi$. Then $\hat G^{-1}=i\tilde\omega-X\tau_3-\phi\tau_1$. Since $\tau_1$ and $\tau_3$ anticommute, $(X\tau_3+\phi\tau_1)^2=X^2+\phi^2$, and

$$\hat G=-\frac{i\tilde\omega+X\tau_3+\phi\tau_1}{\Theta},\qquad \Theta=\tilde\omega^2+X^2+\phi^2 .$$

The vertices reverse only the $\tau_1$ part, $\tau_3\tau_1\tau_3=-\tau_1$. Matching components gives

$$\tilde\omega_n=\omega_n+\frac{T}{N_F}\sum_m\lambda_{nm}\!\int\! N\frac{\tilde\omega_m}{\Theta_m},\quad \chi_n=-\frac{T}{N_F}\sum_m\lambda_{nm}\!\int\! N\frac{X_m}{\Theta_m},\quad \phi_n=\frac{T}{N_F}\sum_m\lambda_{nm}\!\int\! N\frac{\phi_m}{\Theta_m}.$$

The filling is $n=T\sum_m e^{i\omega_m0^+}\int N\,\hat G_{11}$. The odd part $-i\tilde\omega/\Theta$ tends to $1/(i\omega)$, whose sum with the convergence factor is the Fermi function at zero energy, $\tfrac12$; the rest of the odd part cancels between $\omega_m$ and $-\omega_m$. Hence $n=\tfrac12-T\sum_m\int N X_m/\Theta_m$.

### Energy integrals

For $\operatorname{Im}z>0$ the function $1/(z-\varepsilon)$ has its pole in the upper half of the $\varepsilon$ plane. Closing the contour below picks up only $\varepsilon=-i\Gamma_k$, where the Lorentzian has residue $(\Gamma_k/\pi)/(-2i\Gamma_k)$, and the clockwise sense gives the factor $-2\pi i$:

$$G(z)=\int d\varepsilon\,\frac{N(\varepsilon)}{z-\varepsilon}=\sum_k\frac{w_k}{z+i\Gamma_k}.$$

Set $z=iE+\mu-\chi$ with $E=\sqrt{\tilde\omega^2+\phi^2}$. Then $1/(z-\varepsilon)=1/(iE-X)=-(iE+X)/\Theta$, so $\int N/\Theta=-\operatorname{Im}G/E$ and $-\int NX/\Theta=\operatorname{Re}G$. Define

$$f_m=-\frac{\operatorname{Im}G_m}{\pi N_F},$$

which is the density of states averaged with a Lorentzian of half-width $E_m$ around $\mu-\chi_m$, in units of $N_F$. The CDA has $f=1$ and $\operatorname{Re}G=0$, hence $\chi=0$.

At $T_c$ the equations are linear in $\phi$, and $E=|\tilde\omega|$. Since $\tilde\omega$ is odd in frequency and $\chi,\phi$ are even, the sums fold onto $m\ge0$. With $K^\mp_{nm}=1/[1+(\omega_n\mp\omega_m)^2]$,

$$\tilde\omega_n=\omega_n+\lambda\pi T\sum_{m\ge0}(K^--K^+)f_m,\qquad \chi_n=\frac{\lambda T}{N_F}\sum_{m\ge0}(K^-+K^+)\operatorname{Re}G_m,$$

$$n=\tfrac12+2T\sum_{m\ge0}\operatorname{Re}G_m,\qquad \phi_n=\lambda\pi T\sum_{m\ge0}(K^-+K^+)\frac{f_m\phi_m}{\tilde\omega_m}.$$

The first three equations fix $\tilde\omega,\chi,\mu$ at given $T$. With $r_m=\sqrt{\lambda\pi Tf_m/\tilde\omega_m}$ and $u_m=r_m\phi_m$ the last becomes the symmetric problem $u_n=\sum_m r_n(K^-+K^+)r_mu_m$, and $T_c$ is the temperature at which its largest eigenvalue equals 1. This answers (a).

### Fixed filling

In the normal state at $T\to0$, $2\pi T\sum\to\int d\omega$ and $n=\tfrac12+\pi^{-1}\int_0^\infty\operatorname{Re}G\,d\omega$. Let $\Sigma=i(\omega-\tilde\omega)+\chi$ and $\zeta=i\omega+\mu-\Sigma$, so that $\zeta'+\Sigma'=i$ and $G=-iG\zeta'-iG\Sigma'$. Because $G(-\omega)=G(\omega)^*$ and $\Sigma(-\omega)=\Sigma(\omega)^*$, the quantity $-iG\Sigma'$ goes into its complex conjugate under $\omega\to-\omega$, and the half-line integral of its real part is half its integral over the whole line. The equations for $\tilde\omega$ and $\chi$ combine into $\Sigma(\omega)\propto\int d\omega' K(\omega-\omega')G(\omega')$ with $K$ even, so that integral is proportional to $\iint G(\omega)K'(\omega-\omega')G(\omega')$, which is odd under $\omega\leftrightarrow\omega'$ and vanishes. In the other term, $\operatorname{Re}[-i\,d\ln(\zeta+i\Gamma_k)]=d\arg(\zeta+i\Gamma_k)$. The argument ends at $\pi/2$ and starts at $\arg[\mu-\chi(0)+i\Gamma_k]$, since $\tilde\omega(0)=0$. The difference is $\arctan\{[\mu-\chi(0)]/\Gamma_k\}$, and

$$n=\tfrac12+\sum_k\frac{w_k}{\pi}\arctan\frac{\mu-\chi(0)}{\Gamma_k}.$$

This monotonic function equals the bare filling only if $\mu-\chi(0)=\varepsilon_F$, which is Luttinger's theorem for this model and answers (b). It also gives $f(\omega\to0)=1$. The program tests it for a pure peak with $\lambda=1$, $g=0.5$, $\varepsilon_F=0.25$, $T=10^{-3}$: $\mu=0.40940$ and $\chi_0=0.15940$ differ by $0.25000$.

### Weak coupling

Let $\lambda\to0$ at fixed $g$, so that $T_c\ll\Gamma,\Omega$. Every term of order $1/\lambda$ and of order 1 in $\ln T_c$ is kept, and terms of order $\lambda$ are dropped. Write $k(\omega)=1/(1+\omega^2)$.

For small $\omega$, $K^--K^+=4\omega\omega'K^-K^+\to4\omega\omega'k(\omega')^2$, and with $\pi T\sum\to\tfrac12\int$,

$$Z(0)=1+\lambda a,\qquad a=\int_0^\infty 2\omega f k^2\,d\omega .$$

Split the pairing kernel as $\tfrac12(K^-+K^+)=k(\omega)k(\omega')+R(\omega,\omega')$. At $\omega'=0$ the left side equals $k(\omega)$, so $R$ vanishes when either argument does, quadratically because it is even. The term with $R$ therefore cancels the $1/\tilde\omega'$ and has no logarithm, so it is of order $\lambda$, while the separable term carries $\lambda\ln(1/T)\sim1$. Thus $\phi(\omega)=\phi(0)[k(\omega)+O(\lambda)]$ with a correction that vanishes at $\omega=0$. Insert this in the gap equation at $\omega\to0$. The corrections to $\phi$, to $Z(\omega)-Z(0)$ and to $f$ (evaluated with the bare argument $i\omega+\varepsilon_F$) are each of order $\lambda$ and vanish at $\omega\to0$; for $f$ this uses the Luttinger result. None is multiplied by the logarithm. After multiplying by $Z(0)/\lambda$,

$$\frac1\lambda+a=2\pi T\sum_{m\ge0}\frac{f_mk_m^2}{\omega_m}+O(\lambda).$$

Add and subtract $\theta(1-\omega)/\omega$. With $M=1/(2\pi T)$ and harmonic numbers $H_M\simeq\ln M+\gamma$, one has $\sum_{m<M}2/(2m+1)=2H_{2M}-H_M\simeq\ln M+2\ln2+\gamma$. The remainder is regular and becomes an integral:

$$\frac1\lambda+a=\ln\frac{2e^\gamma}{\pi T_c}+\int_0^\infty\frac{d\omega}{\omega}\left[fk^2-\theta(1-\omega)\right].$$

For $f=1$, $a=[-k]_0^\infty=1$. The decomposition $k^2/\omega=1/\omega-\omega k-\omega k^2$ has the antiderivative $\ln(\omega/\sqrt{1+\omega^2})+k/2$, which gives $-\ln\delta-\tfrac12$ from $\delta$ to $\infty$; the step term removes $-\ln\delta$, leaving $-\tfrac12$. Hence $T_{c0}=(2e^\gamma/\pi)e^{-3/2}e^{-1/\lambda}=0.2530\,e^{-1/\lambda}$. Subtracting the two conditions, $\ln(T_c/T_{c0})=(1-a)-\int(1-f)k^2/\omega$, and $1-a=\int 2\omega(1-f)k^2$, so

$$\ln\frac{T_c}{T_{c0}}=\int_0^\infty d\omega\,[1-f(\omega)]\,\frac{2\omega^2-1}{\omega(1+\omega^2)^2}.$$

A deficit $1-f>0$ at frequencies below $\Omega/\sqrt2$ lowers $T_c$, because the loss of pairing ($-1$) outweighs the reduction of $Z$ ($2\omega^2$). A deficit above $\Omega/\sqrt2$ raises $T_c$.

### Fermi level at the top of the peak

For $\varepsilon_F=0$ symmetry gives $\mu=\chi=0$, and $G=1/[i(\omega+g)]$ with $\pi N_F=1/g$ gives $f=g/(g+\omega)$, $1-f=\omega/(g+\omega)$. The integral $F(g)$ has the integrand

$$\frac{2\omega^2-1}{(g+\omega)(1+\omega^2)^2}=\frac{A}{\omega+g}+\frac{B\omega+C}{1+\omega^2}+\frac{D\omega+E'}{(1+\omega^2)^2}.$$

The residue at $\omega=-g$ gives $A=(2g^2-1)/(1+g^2)^2$. Decay faster than $1/\omega$ requires $B=-A$. Multiplying by $(1+\omega^2)^2$ and setting $\omega=i$ gives $iD+E'=-3/(g+i)=-3(g-i)/(1+g^2)$, so $D=3/(1+g^2)$ and $E'=-3g/(1+g^2)$. At $\omega=0$, $-1/g=A/g+C+E'$. Since $(1+A)/g=(g^3+4g)/(1+g^2)^2$ and $-E'=(3g+3g^3)/(1+g^2)^2$, this gives $C=(2g^3-g)/(1+g^2)^2=gA$. The $A$ and $B$ terms integrate to $A[\ln((\omega+g)/\sqrt{1+\omega^2})]_0^\infty=-A\ln g$, and $\int k=\pi/2$, $\int\omega k^2=\tfrac12$, $\int k^2=\pi/4$. Therefore

$$F(g)=\frac{(2g^2-1)\left(\frac{\pi g}{2}-\ln g\right)}{(1+g^2)^2}+\frac{3(2-\pi g)}{4(1+g^2)}.$$

For $g\to0$, $A\to-1$ and $F\simeq\ln g+\tfrac32-\tfrac{5\pi}{4}g$, the linear term being $-\pi g/2-3\pi g/4$. For $g\to\infty$, $F\simeq\pi/g-3\pi/(4g)=\pi/(4g)>0$. So $F$ changes sign, and it does so once. Suppose $F(g_1)=0$, and let $h=(2\omega^2-1)k^2$, $\omega_*=1/\sqrt2$ and $\rho(\omega)=(g_1+\omega)/(g+\omega)=1-(g-g_1)/(g+\omega)$. Then

$$F(g)=\int_0^\infty\frac{h\,\rho(\omega)}{g_1+\omega}\,d\omega=\int_0^\infty\frac{h\,[\rho(\omega)-\rho(\omega_*)]}{g_1+\omega}\,d\omega,$$

because the subtracted piece is $\rho(\omega_*)F(g_1)=0$. For $g>g_1$, $\rho$ increases, the bracket has the sign of $h$ everywhere, and $F>0$; for $g<g_1$, $\rho$ decreases and $F<0$. The zero lies at $g^*=1.2575$. To leading order in $\lambda$ the CDA overestimates $T_c$ for $\Gamma<1.26\,\Omega$, which includes all $\Gamma\le\Omega$, and underestimates it for wider peaks: the maximum $F=0.0592$ at $g=3.77$ puts $T_c$ about 6% above $T_{c0}$. The general integral is linear in $f$, so a background supplying a fraction $b$ of $N_F$ gives $(1-b)F(g)+bF(W/\Omega)$.

The program solves the full equations at $\lambda=0.03,0.06,0.09$, extrapolates quadratically to $\lambda=0$, and asserts agreement with these formulas. It finds $-0.4286$ against $-0.4285$ for $g=0.3$, $0.0591$ against $0.0591$ for $g=4$, $-0.1043$ against $-0.1043$ for $g=0.5$ on the background with $b=\tfrac12$, and a threshold $1.258$ against $1.2575$.

To leading order in $\lambda$, with the Fermi level at the top of a pure peak, the CDA overestimates $T_c$ for $\Gamma<1.26\,\Omega$ and underestimates it for wider peaks. What remains is the Fermi level off the top, finite coupling, the numerical case (d), and the comparison with the scaling estimates.

Numbers in the example were calculated in double precision.
